# Intrinsic First-Order Etch Rate from Rotating-Disc Removal Data

## The question

A flat copper disc, 5 mm in radius, rotates about its axis in a large bath of dilute, acidic iron(III) sulfate. Its lower face dissolves by

$$\mathrm{Cu+2\,Fe^{3+}\to Cu^{2+}+2\,Fe^{2+}} .$$

The mean removal rate $R$, the speed at which the face recedes, is found from the mass lost in 600 s at each rotation speed $N$:

| $N$ (rpm) | $R$ (nm/min) |
|---:|---:|
| 250 | 68.7 |
| 400 | 81.5 |
| 700 | 97.0 |
| 1200 | 112.6 |
| 2000 | 129.5 |
| 3000 | 141.1 |

The readings are simulated, with independent relative scatter of standard deviation $\varepsilon=1.5\,\%$. The bulk concentration of Fe³⁺ is $c_b=20$ mol/m³, and $s=2$ mol of it are used per mole of copper. Copper has four atoms in a cubic cell of edge 0.3615 nm.

Assume steady laminar flow, a uniformly reactive face, no edge effects, constant temperature, and enough supporting acid to suppress migration of Fe³⁺ in the electric field. The back reaction and other oxidants are neglected. The surface reaction consumes Fe³⁺ at the rate $kc_s$ per unit area, where $c_s$ is the concentration at the face and $k$ is a constant in m/s.

**(a)** Find how the mass-transfer coefficient depends on the angular speed $\omega$.

**(b)** Find a plot of the removal data that is a straight line, and say what its intercept means.

**(c)** Derive the proper weighted fit and the standard error of its intercept.

**(d)** Evaluate the data for the intrinsic removal rate and $k$.

**(e)** With $\nu=1.0\times10^{-6}$ m²/s, what diffusivity does the slope give?

**(f)** How large may $k$ become before these speeds no longer determine it?

**(g)** What happens to the extracted $k$ if a liquid layer at rest covers the face, or if the reaction is of order one half?

**(h)** Judge the result against a real copper etching experiment.

## Model answers

### (a) Mass transfer to the disc

Let $z$ be the distance from the face into the liquid, and $\nu$ the kinematic viscosity. Try

$$v_r=r\omega F(\zeta),\quad v_\theta=r\omega G(\zeta),\quad v_z=\sqrt{\nu\omega}\,H(\zeta),\quad \zeta=z\sqrt{\omega/\nu}.$$

Each $z$ derivative brings a factor $\sqrt{\omega/\nu}$. Continuity becomes

$$\frac1r\frac{\partial(rv_r)}{\partial r}+\frac{\partial v_z}{\partial z}=\omega(2F+H')=0 .$$

The distant liquid does not rotate, so no radial pressure gradient is needed there; take the pressure to depend on $z$ alone. The radial momentum equation is then

$$v_r\frac{\partial v_r}{\partial r}+v_z\frac{\partial v_r}{\partial z}-\frac{v_\theta^2}{r}
=\nu\left(\frac{\partial^2v_r}{\partial r^2}+\frac1r\frac{\partial v_r}{\partial r}-\frac{v_r}{r^2}+\frac{\partial^2v_r}{\partial z^2}\right).$$

Because $v_r\propto r$, the first three viscous terms add to zero. The other terms share the factor $r\omega^2$, which leaves the first equation below. The azimuthal equation has $+v_rv_\theta/r$ in place of $-v_\theta^2/r$ and gives the second:

$$F''=F^2-G^2+HF',\qquad G''=2FG+HG' .$$

Every term of the axial equation depends on $z$ alone, so that equation fixes the pressure consistently. The boundary conditions are $F=H=0$, $G=1$ at the face and $F,G\to0$ far away.

At the face $H=0$, $H'=-2F=0$ and $H''=-2F'(0)$. Hence

$$H\simeq-a\zeta^2,\qquad a=F'(0)=0.5102,$$

where $a$ comes from numerical solution of the flow equations. The minus sign means flow towards the disc.

The axial velocity does not depend on $r$, and neither do the boundary conditions on concentration. A concentration $c(z)$ therefore satisfies the full transport equation, which reduces to $v_zc'=Dc''$, with $D$ the diffusivity. Dividing by $Dc'$ and integrating,

$$c'(z)=c'(0)\exp\left(\frac1D\int_0^z v_z\,dz'\right)
=c'(0)\exp\left(\mathrm{Sc}\int_0^\zeta H\,d\zeta'\right),$$

with $\mathrm{Sc}=\nu/D$, since $\sqrt{\nu\omega}\,\sqrt{\nu/\omega}/D=\nu/D$. A second integration from the face to the bulk gives

$$c_b-c_s=c'(0)\sqrt{\nu/\omega}\;I,\qquad
I=\int_0^\infty\exp\left(\mathrm{Sc}\int_0^\zeta H\,d\zeta'\right)d\zeta .$$

The flux towards the face is $J=Dc'(0)$. Writing it as $J=k_m(c_b-c_s)$, we find

$$k_m=\frac{D}{I}\sqrt{\frac{\omega}{\nu}}\equiv\beta\sqrt\omega .$$

The integral $I$ depends on Sc but not on $\omega$, so the square-root law holds at any Schmidt number within this model.

For large Sc the concentration changes so close to the face that $H\simeq-a\zeta^2$ suffices. With $u^3=a\,\mathrm{Sc}\,\zeta^3/3$,

$$I\simeq\left(\frac{3}{a\,\mathrm{Sc}}\right)^{1/3}\int_0^\infty e^{-u^3}du
=\left(\frac{3}{a\,\mathrm{Sc}}\right)^{1/3}\Gamma(4/3).$$

Inserting this and collecting powers gives the Levich law,

$$k_m\simeq0.6205\,D^{2/3}\nu^{-1/6}\omega^{1/2}.$$

### (b) The straight line

In steady state the arriving flux equals the consumption, $J=kc_s=k_m(c_b-c_s)$. The first equality gives $c_s=J/k$, the second $c_b-c_s=J/k_m$. Adding them,

$$c_b=J\left(\frac1k+\frac1{k_m}\right).$$

The reaction and the transport act as resistances in series. Each mole of copper uses $s$ moles of etchant and occupies the molar volume $V_m$, so $R=V_mJ/s$. Therefore

$$\frac1R=\frac{s}{V_mc_b}\left(\frac1k+\frac1{\beta\sqrt\omega}\right)
=A+B\,\omega^{-1/2},$$

$$A=\frac{s}{V_mc_bk}=\frac1{R_k},\qquad B=\frac{s}{V_mc_b\beta}.$$

A plot of $1/R$ against $\omega^{-1/2}$ is straight. Its intercept is the reciprocal of $R_k=V_mkc_b/s$, the removal rate with the bulk concentration right at the face. Neither $D$, $\nu$ nor the Levich constant is needed to obtain $k$ from it.

If $k\ll k_m$, stirring hardly matters and $R\simeq R_k$. If $k\gg k_m$, then $R\simeq V_mk_mc_b/s$ and the data mainly describe transport. "Infinite speed" is the limit of the laminar formula, not an attainable state: a real flow becomes turbulent first.

### (c) Weights and standard error

Let $x=\omega^{-1/2}$ and $y=1/R$. A small error $\delta R$ gives $\delta y=-\delta R/R^2$, so a relative error $\varepsilon$ in $R$ produces $\sigma_y=\varepsilon/R=\varepsilon y$. The slow runs thus have the largest errors in $y$. The weights are $w=1/y^2$, and we minimise $\sum w(y-A-Bx)^2$. Setting the derivatives with respect to $A$ and $B$ to zero gives

$$S_y=AS_0+BS_x,\qquad S_{xy}=AS_x+BS_{xx},$$

where $S_0=\sum w$, $S_x=\sum wx$, $S_{xx}=\sum wx^2$, $S_y=\sum wy$ and $S_{xy}=\sum wxy$. To eliminate $B$, multiply the first equation by $S_{xx}$, the second by $S_x$, and subtract; $A$ is eliminated in the same way. With $\Delta=S_0S_{xx}-S_x^2$,

$$A=\frac{S_{xx}S_y-S_xS_{xy}}{\Delta},\qquad B=\frac{S_0S_{xy}-S_xS_y}{\Delta}.$$

The intercept is a sum over readings, $A=\sum w_i(S_{xx}-S_xx_i)y_i/\Delta$. The readings are independent with variance $\varepsilon^2/w_i$. Treating the weights as fixed, which is correct to leading order in $\varepsilon$,

$$\sigma_A^2=\frac{\varepsilon^2}{\Delta^2}\sum w_i(S_{xx}-S_xx_i)^2
=\frac{\varepsilon^2}{\Delta^2}\left(S_0S_{xx}^2-S_{xx}S_x^2\right)=\varepsilon^2\frac{S_{xx}}{\Delta}.$$

Since $k\propto1/A$, to the same order $\sigma_k/k=\sigma_A/A$.

### (d) The intrinsic rate

With $\omega=2\pi N/60$ the data become:

| $N$ (rpm) | $x$ (s$^{1/2}$) | $y$ ($10^{-3}$ min/nm) |
|---:|---:|---:|
| 250 | 0.19544 | 14.556 |
| 400 | 0.15451 | 12.270 |
| 700 | 0.11680 | 10.309 |
| 1200 | 0.08921 | 8.881 |
| 2000 | 0.06910 | 7.722 |
| 3000 | 0.05642 | 7.087 |

With $y$ in $10^{-3}$ min/nm and $x$ in s$^{1/2}$, the sums are $S_0=0.0701292$, $S_x=0.0064608$, $S_{xx}=0.0007115$, $S_y=0.6304000$, $S_{xy}=0.0643024$, and $\Delta=8.1588\times10^{-6}$, taken from the unrounded sums (the rounded ones give $8.155\times10^{-6}$). Thus

$$A=\frac{0.0007115\times0.6304000-0.0064608\times0.0643024}{8.1588\times10^{-6}}=4.06,$$

$$B=\frac{0.0701292\times0.0643024-0.0064608\times0.6304000}{8.1588\times10^{-6}}=53.5,$$

$$\sigma_A=0.015\sqrt{\frac{0.0007115}{8.1588\times10^{-6}}}=0.14 .$$

The subtractions cancel leading digits, so the sums must not be rounded early. With unrounded sums $A=4.059$, and

$$R_k=\frac{1000}{4.059}=246\pm9\ \text{nm/min}=4.106\times10^{-9}\ \text{m/s},$$

where the last form keeps digits for the next step. The molar volume is $V_m=N_A(0.3615\ \text{nm})^3/4=7.112\times10^{-6}$ m³/mol. Hence

$$k=\frac{sR_k}{V_mc_b}=\frac{2\times4.106\times10^{-9}}{7.112\times10^{-6}\times20}
=5.77\times10^{-5}\ \text{m/s},$$

or $k=57.7\pm2.0$ µm/s, which is $5.8\times10^{-3}$ cm/s.

The simulation used $k=60$ µm/s, so the estimate is low by about 1.1 standard errors. Without scatter the fit returns 60.0 µm/s. The fastest reading, 141.1 nm/min, is 0.57 of the fitted $R_k$; taken as the intrinsic rate, it would be 43 % too low relative to that fit.

The sum of squared residuals, each divided by its standard deviation, is 0.36 for four degrees of freedom. For normal errors the chance of so small a value is $1-e^{-0.18}(1+0.18)=1.4\,\%$. These points happen to lie unusually close to a line, yet the intercept is still displaced: a good-looking line does not certify its intercept.

In 20 000 simulated repeats the intercept had a spread of 0.138, against 0.139 from the formula with scatter-free weights. Equal weights gave 0.150, all in $10^{-3}$ min/nm.

### (e) Diffusivity from the slope

One unit of $10^{-3}$ min/nm is $6\times10^7$ s/m. Hence $B=53.51\times6\times10^7=3.211\times10^9$ s$^{1/2}$/m, and

$$\beta=\frac{s}{V_mc_bB}=4.38\times10^{-6}\ \text{m/s}^{1/2}.$$

Solving the Levich law for $D$,

$$D=\left(\frac{\beta\nu^{1/6}}{0.6205}\right)^{3/2}=5.9\times10^{-10}\ \text{m}^2/\text{s}.$$

The simulation used $6.0\times10^{-10}$ m²/s, or $\mathrm{Sc}=1667$. The close agreement is partly luck: without scatter, the Levich law gives $5.77\times10^{-10}$ m²/s, 3.8 % too low, whereas the full integral $I$ returns the input. The slope has the standard error $\sigma_B=\varepsilon\sqrt{S_0/\Delta}$, or 2.6 %, so $D\propto\beta^{3/2}$ is uncertain by 3.9 %, about $0.2\times10^{-10}$ m²/s. With the full integral the tabulated data give $(6.2\pm0.2)\times10^{-10}$ m²/s.

The flow equations show the origin of this bias. At the face $F''=-G^2=-1$, so $H'''=-2F''=2$ and $H=-a\zeta^2+\zeta^3/3+\dots$. The cubic term weakens the inflow, increases $I$ and lowers $k_m$. It changes the slope of the plot but leaves the intercept alone.

### (f) A reaction too fast to resolve

For $k\gg k_m$ we have $y\simeq Bx$ and $w\simeq1/(B^2x^2)$. Then

$$S_0=\frac{\sum\omega}{B^2},\qquad S_x=\frac{\sum\sqrt\omega}{B^2},\qquad S_{xx}=\frac6{B^2}.$$

For the six speeds $\sum\omega=790.6$ s⁻¹ and $\sum\sqrt\omega=63.56$ s$^{-1/2}$, so

$$\sigma_A=\varepsilon B\sqrt{\frac{6}{6\times790.6-63.56^2}}=0.00138\,B,$$

where the number carries the unit s$^{1/2}$. Since $A/B=\beta/k$, the standard error of $1/k$ is $0.00138/\beta$. With the simulation's $\beta=4.30\times10^{-6}$ m/s$^{1/2}$ this is about 320 s/m. The intercept equals two standard errors when $1/k=640$ s/m, that is, $k\simeq1.6$ mm/s with these limiting weights; the weights of the actual rates at finite $k$ lower this to about 1.5 mm/s. For much faster reactions this experiment yields a lower bound on $k$, not a value; a negative fitted intercept is then possible and means that the reaction was not resolved.

### (g) Two false intercepts

**Layer at rest.** A liquid layer of thickness $L$, fixed at all speeds, carries the flux $J=D\Delta c/L$. It adds the resistance $L/D$ in series:

$$\frac1{k_\text{app}}=\frac1k+\frac LD .$$

The plot stays straight, so rotation data alone cannot separate the two terms. For $L=1$ µm and the simulation's values, $1/k=16\,667$ s/m and $L/D=1667$ s/m. The apparent constant is 54.5 µm/s, 9 % below the true one.

**Order one half.** Let $J=k'c_s^{1/2}$, and let $J_k=k'c_b^{1/2}$ be its value without depletion. With $p=J/J_k$ and $q=J_k/(k_mc_b)$, the balance $c_s=c_b-J/k_m$ becomes $p^2=1-qp$. The positive root gives

$$\frac1p=\frac{q+\sqrt{q^2+4}}2 .$$

Since $q\propto\omega^{-1/2}$, the plot is now a convex curve. Its slope in $q$ rises from $1/2$ at high speed to 1 at low speed. The residuals of a weighted line satisfy $\sum w\,\delta y=\sum wx\,\delta y=0$, so they must change sign at least twice; a convex curve meets a line at most twice. Both crossings therefore lie within the data, and at $q=0$ the line lies below the curve. The intercept is too small and $k$ too large.

Choose $J_k/c_b=60$ µm/s at 20 mol/m³. A first-order analysis at the same six speeds then gives 73.5 µm/s, 22 % too high. The line misses the curve by at most 1.3 % of $1/R$, less than the scatter of one reading, so straightness is weak evidence for first order. The tabulated data themselves are fitted acceptably by order one half, with a sum of squared scaled residuals of 2.8 for four degrees of freedom and $J_k/c_b=47.5$ µm/s; the error bar in (d) holds only if first order is assumed.

A second concentration is a stronger test. For first order, $c_b/R$ at a given speed does not depend on $c_b$. In the half-order case, doubling $c_b$ lowers the apparent constant from 73.5 to 47.8 µm/s.

### (h) The real experiment

The transport values are rough ones for a dilute aqueous solution near room temperature, and $k$ was chosen to give mixed control, not taken from measurement. A real copper surface may react fast enough to fall in the regime of (f), where these speeds give only a lower bound on $k$.

First order is the assumption most in need of a test. Copper dissolution is electrochemical: at the potential $E$ adopted by the metal, the electrons released and consumed balance. If the two rates are $k_ae^{b_aE}$ and $k_cc_se^{-b_cE}$, eliminating $E$ gives a common rate proportional to $c_s^{\,b_a/(b_a+b_c)}$. The order is one half for $b_a=b_c$ and approaches one for $b_a\gg b_c$. Part (g) shows that the former can move the extracted constant by about a fifth.

Dissolved oxygen also consumes copper. For a rough air-saturated concentration of 0.25 mol/m³, $D=2\times10^{-9}$ m²/s and two copper atoms removed per O₂ molecule, the transport limit at 3000 rpm is 36 nm/min. This upper bound on its direct contribution is 25 % of the measured rate. The extracted constant can suffer more: if oxygen added its transport limit at every speed, the fit would give about 86 µm/s instead of 60 µm/s. The bath should therefore be purged with nitrogen. Temperature matters too: for an assumed activation energy of 0.30 eV, $k$ rises by 4.1 % per kelvin near 293 K, more than the 3.5 % standard error of the fit.

Weighing is demanding: the disc loses only 0.5 to 1.0 mg in 600 s, so a scatter of 1.5 % means knowing the loss to 7–15 µg. If a fixed weighing error dominated, the weights in (c) would have to be $1/y^4$ instead of $1/y^2$.

The following effects are smaller here. At 3000 rpm the Reynolds number $r^2\omega/\nu$, taken at the rim, is 7900, well below the rough $10^5$ scale at which turbulence becomes a concern. One 600 s run at that speed uses 0.8 % of the etchant in a 200 mL bath. At 250 rpm the diffusion layer settles in about $D/k_m^2=1.2$ s.

For release etching beneath a structure, $k$ may be carried over only if first order holds, the surface, local solution and temperature are the same, and no other metal touches the copper. A nobler metal in contact offers extra area for reducing Fe³⁺. In the rate model above, an equal extra area with the same $k_c$, $b_c$ and $c_s$ speeds up the dissolution by a factor of $2^{\,b_a/(b_a+b_c)}$, which is 1.4 for $b_a=b_c$ and approaches 2 for $b_a\gg b_c$. Even without another metal, these conditions are not sufficient if $c_s$ varies along connected copper: its parts can share nearly one potential, so the local dissolution rate need not follow the local $c_s$. The coefficient $k_m$ cannot be carried over: it belongs to the disc flow, and transport in a narrow gap must be calculated separately.

## Table of computed values

```
flow constant a = 0.51023; domain shift 2.2e-07
Levich constant = 0.6205
T = 293 K; nu = 1.00e-06 m2/s; D = 6.00e-10 m2/s
Schmidt number = 1667
c_b = 20.0 mol/m3; s = 2; lattice = 0.3615 nm
V_m = 7.1124e-06 m3/mol
hidden k = 60.0 um/s
hidden R_k = 256.0 nm/min
relative scatter = 1.5 %
rpm | omega rad/s | x s^0.5 | R nm/min | y 1e-3 min/nm | k_m um/s
  250    26.18  0.19544    68.7  14.5560   22.01
  400    41.89  0.15451    81.5  12.2699   27.84
  700    73.30  0.11680    97.0  10.3093   36.82
 1200   125.66  0.08921   112.6   8.8810   48.21
 2000   209.44  0.06910   129.5   7.7220   62.24
 3000   314.16  0.05642   141.1   7.0872   76.23
S_0 = 0.0701292 (1e-3 min/nm)^-2
S_x = 0.0064608 s^0.5 (1e-3 min/nm)^-2
S_xx = 0.0007115 s (1e-3 min/nm)^-2
S_y = 0.6304000 (1e-3 min/nm)^-1
S_xy = 0.0643024 s^0.5 (1e-3 min/nm)^-1
Delta = 8.1588e-06 s (1e-3 min/nm)^-4
intercept = 4.0590 +- 0.1401 1e-3 min/nm
slope = 53.514 1e-3 min/nm s^-0.5
chi squared = 0.36 for 4 degrees of freedom
fitted R_k = 246.4 +- 8.5 nm/min
fitted k = 57.7 +- 2.0 um/s
fitted k = 5.77e-03 cm/s
fastest measured R / fitted R_k = 0.573
D from fitted slope, Levich = 5.93e-10 m2/s
D without scatter, Levich = 5.772e-10 m2/s
D without scatter, full integral = 6.000e-10 m2/s
k without scatter = 60.000 um/s
largest formula error vs transport solution = 7.6e-07
flux shift on doubling mesh step = 2.3e-06
intercept spread: repeats 0.1383, formula 0.1390 1e-3 min/nm
intercept spread, unweighted = 0.1501 1e-3 min/nm
k with 1 um stagnant layer = 54.5 um/s
half order: apparent k at c_b = 73.5 um/s
half order: apparent k at 2 c_b = 47.8 um/s
half order: largest misfit of line = 1.3 %
order from equal potential dependences = 0.500
oxygen: c = 0.25 mol/m3, D = 2.0e-09 m2/s
oxygen removal bound at top speed = 35.8 nm/min
k change per +1 K at 0.30 eV = 4.1 %
radius 5 mm, time 600 s, bath 200 mL
etchant used in run at top speed = 0.79 %
recession speed / k_m at top speed = 3.1e-05
Reynolds number at top speed = 7854
layer settling time at lowest speed = 1.2 s
```
